\section*{Clausius–Mossotti permittivity and its polarization pole in gate oxides, part 2}

Can the permittivity of an oxide be found by adding the polarizabilities of its ions, and what does the divergence of the resulting formula mean for a gate film? The model is a crystal of point dipoles in SI units. Site \(i\) has polarizability volume \(\alpha_i\), in \(\text{\AA}^3\), and dipole \(\mathbf p_i=4\pi\varepsilon_0\alpha_i\mathbf E_{\mathrm{loc},i}\), where \(\mathbf E_{\mathrm{loc},i}\) is the field from all sources except that dipole. The macroscopic field \(E\), polarization \(P\) and displacement \(D\) obey \(D=\varepsilon_0E+P=\varepsilon_0\varepsilon E\), and \(\chi=P/(\varepsilon_0E)\). With \(V\) the volume of a formula unit, \(x=4\pi\sum_i\alpha_i/(3V)\). If every site feels the Lorentz field \(E+P/(3\varepsilon_0)\), the Clausius--Mossotti result is
\begin{equation}
\chi=\frac{3x}{1-x},\qquad
\varepsilon=1+\chi=\frac{1+2x}{1-x}.
\label{eq:recall}
\end{equation}

At fixed \(E\), the energy density for uniform polarization is
\begin{equation}
f(P)=\frac{P^2}{2\varepsilon_0\chi}-EP .
\end{equation}
Its stationary point is a minimum for \(0<x<1\) and a maximum for \(x>1\). The pole at \(x=1\) thus marks the loss of linear stability against uniform polarization at fixed \(E\).

The example is a fluorite crystal, roughly like cubic hafnium dioxide, with lattice constant \(0.51\,\mathrm{nm}\) and \(V=33.163\,\text{\AA}^3\). The polarizability volumes are \(1.6\,\text{\AA}^3\) for the cation and \(2.6\,\text{\AA}^3\) for each oxygen, \(6.8\,\text{\AA}^3\) in total. They give \(x=0.8589\) and \(\varepsilon=19.26\); raising them all by \(16.4\%\) would reach the pole. A direct dipole calculation for a film of 24 formula layers, with fixed \(D\) normal to it, gives the same \(\varepsilon\) at its centre. So does the site division \(2.8\) and \(2.0\,\text{\AA}^3\), with the same total. Stretching the crystal to \(c/a=1.02\), at fixed volume and polarizabilities, gives \(\varepsilon=20.2\) across the long axis and \(17.8\) along it.

The closing table also lists the relative-error gain \(d\ln\varepsilon/d\ln x\), the effect of shifting the Lorentz factor \(1/3\), and a cubic perovskite whose sites feel different local fields.

Q: Even if the pole stays at \(x=1\), does the polarization itself become infinite there?

A: Not if the charge is fixed. For a film with normal displacement \(D\),
\begin{equation}
P=D-\varepsilon_0E=D\left(1-\frac1\varepsilon\right).
\end{equation}
Using Eq.~(\ref{eq:recall}),
\begin{equation}
\frac PD=1-\frac{1-x}{1+2x}=\frac{3x}{1+2x}.
\end{equation}
At \(x=1\) this equals one. The film then has \(P=D\) and no macroscopic field; its polarization is finite. Scaling all polarizabilities in the 24-layer film to \(x=1\) indeed gives \(P/D=1.00000\) at its centre. This is a stationary solution of the linear equations, not an equilibrium state of that film: at this polarizability the model is already unstable towards a nonuniform pattern, a possibility taken up below.

The relevant uniform energy also differs. Adding the field energy at fixed \(D\),
\begin{equation}
g(P)=\frac{P^2}{2\varepsilon_0\chi}+\frac{(D-P)^2}{2\varepsilon_0}.
\end{equation}
Its second derivative is
\begin{align}
g''&=\frac1{\varepsilon_0}\left(\frac1\chi+1\right)\\
&=\frac1{\varepsilon_0}\left(\frac{1-x}{3x}+1\right)
=\frac{1+2x}{3\varepsilon_0x}>0 .
\end{align}
This shows stability against a uniform change of the normal polarization. It does not show stability against a pattern that varies along or across the film, nor against polarization parallel to the film, which has no depolarizing field and in a thick film loses stability near \(x=1\).

Q: And at fixed voltage across the oxide itself? There \(E\) is fixed, so the infinity seems to return.

A: It returns in the linear model. A real site cannot respond linearly without limit. A minimal correction makes the site harder to polarize as \(P\) grows:
\begin{equation}
E+\frac P{3\varepsilon_0}
=\frac{P}{3\varepsilon_0x}
\left(1+\frac{P^2}{P_s^2}\right).
\label{eq:hard}
\end{equation}
Here \(P_s\) sets the scale of the hardening. At \(x=1\), the linear terms cancel, leaving
\begin{equation}
E=\frac{P^3}{3\varepsilon_0P_s^2},\qquad
P=\left(3\varepsilon_0EP_s^2\right)^{1/3}.
\end{equation}
With the chosen scale \(P_s=100\,\mu\mathrm{C/cm^2}\) and \(E=1\,\mathrm{MV/cm}\), this gives \(P=13.85\,\mu\mathrm{C/cm^2}\). The slope \(dP/dE\) is infinite at \(E=0\), but the polarization is not.

Q: What happens beyond \(x=1\)?

A: Set \(E=0\) in Eq.~(\ref{eq:hard}). Besides \(P=0\), division by \(P/(3\varepsilon_0)\) gives
\begin{equation}
1=\frac1x\left(1+\frac{P^2}{P_s^2}\right),
\qquad |P|=P_s\sqrt{x-1}.
\end{equation}
To decide which state is stable, integrate the difference between the two sides of Eq.~(\ref{eq:hard}) to obtain the energy. Its second derivative is
\begin{equation}
f''(P)=\frac1{3\varepsilon_0}
\left[\frac1x+\frac{3P^2}{xP_s^2}-1\right].
\end{equation}
At \(P=0\) it is negative for \(x>1\). At the polarized solutions, \(P^2/P_s^2=x-1\), and
\begin{equation}
f''=\frac{1+3(x-1)-x}{3\varepsilon_0x}
=\frac{2(x-1)}{3\varepsilon_0x}>0 .
\end{equation}
The uniform model acquires a spontaneous polarization. At \(x=1.05\), with the same \(P_s\), its magnitude is \(22.4\,\mu\mathrm{C/cm^2}\). This is a property of the hardening model, not a prediction for a named ferroelectric oxide.

Q: You keep saying ``uniform''. Could neighbouring dipoles choose an alternating pattern before the uniform pole is reached?

A: They can. Write the field at site \(i\) from dipole \(j\) as \(T_{ij}p_j/(4\pi\varepsilon_0)\), with Cartesian indices understood. The quadratic energy without an applied field is
\begin{equation}
U=\frac1{8\pi\varepsilon_0}
\left[\sum_i\frac{p_i^2}{\alpha_i}-\sum_{ij}p_iT_{ij}p_j\right].
\end{equation}
Set \(p_i=\sqrt{\alpha_i}\,y_i\). Then
\begin{equation}
U=\frac1{8\pi\varepsilon_0}
\sum_{ij}y_i\left(\delta_{ij}-M_{ij}\right)y_j,\quad
M_{ij}=\sqrt{\alpha_i}\,T_{ij}\sqrt{\alpha_j}.
\end{equation}
The unpolarized state is stable if every eigenvalue of \(M\) is below one. I call these eigenvalues feedback.

Now let \(i\) and \(j\) label the sites of one formula unit, and let \(T_{ij}\) include the sum over all cells. For a long transverse wave there is no macroscopic field, and the Lorentz term gives \(T_{ij}=4\pi/(3V)\) for the components along the polarization. Acting on the vector with elements \(\sqrt{\alpha_j}\),
\begin{equation}
\sum_jM_{ij}\sqrt{\alpha_j}
=\frac{4\pi}{3V}\sqrt{\alpha_i}\sum_j\alpha_j
=x\sqrt{\alpha_i}.
\end{equation}
Its feedback is \(x\), which recovers the uniform pole. Shorter waves have different sums.

Q: Give me a lattice in which the difference matters.

A: Take identical point dipoles on a simple cubic lattice of spacing \(a\). Let them form head-to-tail chains, with nearest neighbouring chains antiparallel. The local-field coefficient is \(5.354/a^3\), compared with \(4\pi/(3a^3)=4.189/a^3\) for the uniform transverse state. The unpolarized lattice becomes unstable towards this pattern when \(5.354\alpha/a^3=1\). At that polarizability,
\begin{equation}
x=\frac{4.1888}{5.3536}=0.782 .
\end{equation}
The Clausius--Mossotti formula still gives a finite \(\varepsilon=11.8\). In this model the unpolarized state is lost no later than there, and its uniform pole is never reached from small \(x\).

The fluorite example was examined at the nonzero points of a \(4\times4\times4\) wavevector grid. The largest feedback is \(0.912\), above the uniform value \(0.859\) but below one. Raising all polarizabilities by \(9.7\%\) would make that grid mode unstable. Since a finer grid could contain a larger value, this is an upper bound on the increase to the first instability. It already lies below the \(16.4\%\) needed for the uniform pole.

Q: Earlier, moving polarizability between the sites did not alter \(\varepsilon\). Is the division therefore harmless?

A: Harmless for the uniform formula, but not for stability. With \(2.8\,\text{\AA}^3\) on the cation and \(2.0\,\text{\AA}^3\) on each oxygen, the total and the calculated \(\varepsilon=19.26\) are unchanged. Yet the largest feedback found is \(1.031\). That point-dipole crystal is unstable in its unpolarized state. A plausible permittivity cannot certify the microscopic model that produced it. Short-range forces may change these thresholds, and they are not resolved by assigning one effective polarizability to each site.

Q: Now put the original example, with \(\varepsilon=19.26\), into a transistor. How much does its permittivity matter?

A: Let a film of thickness \(t_f=2.04\,\mathrm{nm}\) lie on a silicon dioxide interlayer of thickness \(t_i=0.50\,\mathrm{nm}\) and permittivity \(3.9\). With no charge between them, \(D\) is continuous. The voltage across both oxides is
\begin{equation}
U_{\mathrm{ox}}=\frac D{\varepsilon_0}
\left(\frac{t_i}{3.9}+\frac{t_f}{\varepsilon}\right).
\end{equation}
The equivalent oxide thickness is the thickness of silicon dioxide with the same capacitance:
\begin{align}
t_{\mathrm{eq}}&=t_i+\frac{3.9t_f}{\varepsilon}\\
&=0.50+\frac{3.9(2.04)}{19.263}=0.913\,\mathrm{nm}.
\end{align}
As \(\varepsilon\to\infty\), it tends to \(0.50\,\mathrm{nm}\), not zero. The interlayer limits the capacitance.

For \(U_{\mathrm{ox}}=0.50\,\mathrm V\),
\begin{equation}
D=\frac{3.9\varepsilon_0U_{\mathrm{ox}}}{t_{\mathrm{eq}}}
=1.89\,\mu\mathrm{C/cm^2}.
\end{equation}
The fields are \(1.11\,\mathrm{MV/cm}\) in the film and \(5.48\,\mathrm{MV/cm}\) in the interlayer. The film polarization is \(1.79\,\mu\mathrm{C/cm^2}\), slightly below \(D\). At this field the chosen hardening changes \(1+P/(\varepsilon_0E)\) only to \(19.22\), or by \(-0.2\%\). The small-signal value \(1+(dP/dE)/\varepsilon_0\), which a capacitance measures, becomes \(19.14\), a change of \(-0.6\%\).

A \(5\%\) decrease or increase in all polarizabilities, at fixed thicknesses, gives \(t_{\mathrm{eq}}=1.06\) or \(0.78\,\mathrm{nm}\). The interlayer softens the error in \(\varepsilon\), but does not remove it.

Q: Can a film only eight formula layers thick be assigned a bulk permittivity at all?

A: Its surfaces matter. The point-dipole film, ending in a cation plane on one face and a full oxygen plane on the other, with nominal thickness \(2.04\,\mathrm{nm}\), has an apparent permittivity of \(27.6\). This corresponds to a surface term of \(-0.125\,\mathrm{nm}\) in equivalent thickness. The increase is not evidence of a better material. Move the nominal film boundary outward by a total distance \(d\) of vacuum. This adds \(3.9d\) to the equivalent thickness of the film, and \(3.9d/\varepsilon\) to the bulk value with which it is compared. The surface term is cancelled when
\begin{equation}
d=\frac{0.1247\,\mathrm{nm}}{3.9\,(1-1/19.263)}=0.034\,\mathrm{nm}.
\end{equation}
These numbers belong to this termination. With a half-filled oxygen plane on each face, the same eight formula layers give a surface term of \(-0.57\,\mathrm{nm}\), a negative apparent permittivity, and \(d=0.15\,\mathrm{nm}\). On this scale the thickness of a film is itself a convention, and a real interface has bonds that the free-standing model lacks.

Q: How close is all this to a real hafnium dioxide gate?

A: The lattice constant is roughly that of the cubic phase, while a permittivity near 20 is roughly typical of monoclinic or amorphous films; at the monoclinic formula volume of about \(34.6\,\text{\AA}^3\) the same polarizabilities would give about \(15\). The example thus mixes phases, and the site division and \(P_s\) are not measured properties. Pure bulk hafnium dioxide is monoclinic at room temperature, while gate films may be amorphous or polycrystalline. The assumption of equivalent local fields is therefore broken. The \(2\%\) tetragonal distortion above moves \(\varepsilon\) by \(+5\%\) or \(-7\%\), depending on direction; it does not bound the effect of a monoclinic or amorphous structure. Warming by \(100\,\mathrm K\), with a rough linear expansion of \(10^{-5}/\mathrm K\) and fixed polarizabilities, lowers \(\varepsilon\) by \(2\%\). Real polarizabilities also change with volume and temperature; if they grow faster than the volume, \(x\) rises and the sign of the change is reversed.

Q: And the device effects outside the dielectric formula?

A: With rough breakdown fields of \(5\) and \(10\,\mathrm{MV/cm}\), the film and interlayer operate at \(22\%\) and \(55\%\) of those values. The interlayer is the more heavily stressed. A channel charge centred \(1.0\,\mathrm{nm}\) inside silicon adds \(3.9(1.0)/11.7=0.33\,\mathrm{nm}\) to the equivalent thickness. That is more than the change caused by either \(5\%\) error in polarizability.

Tunnelling was estimated from the WKB transmission
\begin{equation}
\mathcal T=\exp\left[-\frac2\hbar
\int\sqrt{2m(z)\,[W(z)-\mathcal E]}\,dz\right],
\end{equation}
where \(W-\mathcal E\) is the barrier above the electron energy and \(m\) the tunnelling mass. Rough barriers of \(3.1\) and \(1.5\,\mathrm{eV}\), and masses of \(0.5\) and \(0.2\) electron masses, describe the interlayer and film. The result is sensitive to these inputs: a film mass of \(0.11\) raises the stack value about thirteenfold. For electrons entering from the silicon side at the same \(0.50\,\mathrm V\), \(\mathcal T\) is \(1.0\times10^{-7}\) for the stack and \(1.4\times10^{-5}\) for silicon dioxide of the same equivalent thickness. This favours the stack for these inputs. It is a transmission at one energy, not a leakage current, and it omits paths through defects.

Q: What use remains for the Clausius--Mossotti value?

A: It is an estimate of the uniform linear response when the sites, the local field and the polarizabilities are justified. If it predicts a very large \(\varepsilon\), the next calculation should examine structural stability, nonlinear response and the actual film. The numerical output gives the values used here.

\section*{Computed values}
\begin{verbatim}
Fluorite lattice constant: 0.51 nm; formula volume: 33.163 A^3
Polarizability volumes, cation / each oxygen / total: 1.6 / 2.6 / 6.8 A^3
Clausius-Mossotti x: 0.85891; permittivity: 19.263
Slab centre permittivity: 19.263; with site division 2.8/2.0 A^3: 19.263
Relative-error gain, formula / slab: 6.720 / 6.720
Polarizability increase needed to reach uniform pole: 16.43 %
x inferred from permittivity 10: 0.7500
x inferred from permittivity 20: 0.8636
x inferred from permittivity 40: 0.9286
Slab P/D at example / at pole: 0.94809 / 1.00000
Largest fluorite cavity dipole sum: 1.4e-14 per lattice-constant^3
Perovskite model: a = 0.4 nm; A/B/O polarizability volumes = 1.0/1.0/1.2 A^3
Perovskite permittivity, dipole solution / additive formula: 3.059 / 2.736
Simple-cubic field coefficient, antiparallel chains / uniform: 5.3536 / 4.1888
Simple-cubic chain instability x: 0.7824; formula permittivity there: 11.79
Fluorite largest nonuniform feedback on 4x4x4 grid: 0.9119; uniform: 0.8589
Polarizability increase to first grid instability: 9.66 %
Nonuniform feedback for site division 2.8/2.0 A^3: 1.0313 (unstable above 1)
Hardening scale Ps: 100 uC/cm^2; test field: 1.0 MV/cm
Finite polarization at x=1 and test field: 13.85 uC/cm^2
Spontaneous polarization at x=1.05, zero field: 22.36 uC/cm^2
Film / interlayer thickness: 2.04 / 0.50 nm; oxide bias: 0.50 V
Interlayer permittivity: 3.9; equivalent oxide thickness: 0.9130 nm
EOT limit for infinite film permittivity: 0.50 nm
Electric displacement D: 1.8910 uC/cm^2; film polarization: 1.7929 uC/cm^2
Film / interlayer field: 1.109 / 5.476 MV/cm
Permittivity for polarizability -5% / +5%: 14.301 / 28.567
EOT for polarizability -5% / +5%: 1.0563 / 0.7785 nm
Tetragonal c/a=1.02, fixed volume: permittivity across / along c = 20.159 / 17.819
Warming 100 K, linear expansion 1e-05/K, fixed polarizability: permittivity 18.882
Lorentz factor shifted -0.01 / +0.01: permittivity 16.443 / 23.343
Point-dipole film apparent permittivity at 2.04 nm: 27.592
Surface contribution to film EOT: -0.1247 nm
Permittivity with hardening at film field: 19.221
Rough breakdown fields, film / interlayer: 5 / 10 MV/cm
Field/breakdown ratio, film / interlayer: 0.222 / 0.548
Rough electron barriers, interlayer / film: 3.1 / 1.5 eV
Rough tunnelling masses, interlayer / film: 0.5 / 0.2 electron masses
WKB transmission, stack / silicon dioxide of same EOT: 1.03e-07 / 1.42e-05
Channel centroid 1.0 nm, silicon permittivity 11.7: added EOT 0.333 nm
\end{verbatim}
